# Dynamic localization and absolute negative conductance in an ac-driven tight-binding band

## What scaling and symmetry fix

A carrier moves on a chain of period \(a\) with nearest-neighbour hopping \(J>0\) and band energy \(E(k)=-2J\cos ka\). Let \(F(t)\) be defined so that the force along \(+x\) is \(eF(t)\), with

\[
F(t)=F_{dc}+F_{ac}\cos\omega t .
\]

For an electron, \(F\) thus points opposite to the electric field. The drive strength and the Bloch frequency are

\[
K=\frac{eF_{ac}a}{\hbar\omega},\qquad \omega_B=\frac{eF_{dc}a}{\hbar},
\]

where \(F_{ac}\) is a peak amplitude. Bessel functions \(J_n(K)\) always carry their argument; \(J\) alone is the hopping.

Take first \(F_{dc}=0\) and no scattering. By dimensions, an effective hopping can only have the form \(J_{\rm eff}=J\,g(K,J/\hbar\omega)\). A uniform force displaces every crystal momentum equally and mixes none of them, so over a period each momentum gathers only a phase \(-\int E\,dt/\hbar\). This is linear in \(J\), so \(g\) cannot depend on \(J/\hbar\omega\). Reversing the sign of \(K\) amounts to shifting the drive by half a period, which leaves the period average unchanged. Hence \(J_{\rm eff}=J\,g(K)\), with \(g\) even and \(g(0)=1\).

With scattering, reflection \(x\to-x\) reverses both fields and the velocity, and a half-period shift restores the sign of the ac field. The mean drift velocity is therefore odd in \(F_{dc}\): the drive cannot produce a current at zero bias. Symmetry leaves the sign of the slope at zero bias open, and that sign has to be calculated.

The two results to be derived are \(g(K)=J_0(K)\) and

\[
v_{dc}=V\sum_{n=-\infty}^{\infty}J_n^2(K)\,\frac{x_n}{1+x_n^2},\qquad x_n=(\omega_B+n\omega)\tau, \tag{1}
\]

where \(\tau\) is the relaxation time and \(V\) a thermal velocity scale found below.

## First derivation: trajectories in momentum

**Hopping.** With site states \(|n\rangle\), the Hamiltonian is

\[
H=-J\sum_n\big(|n+1\rangle\langle n|+|n\rangle\langle n+1|\big)-eF(t)a\sum_n n|n\rangle\langle n| .
\]

Try amplitudes \(c_n=e^{i\kappa(t)na}e^{-i\varphi(t)}\). The time derivative gives \(i\hbar\dot c_n=(-\hbar\dot\kappa na+\hbar\dot\varphi)c_n\), while \(H\) gives \((-2J\cos\kappa a-eFan)c_n\). The two agree for every \(n\) if

\[
\hbar\dot\kappa=eF(t),\qquad \hbar\dot\varphi=E(\kappa).
\]

This is an exact solution on an infinite chain. For \(F_{dc}=0\) and initial momentum \(k\), \(\kappa a=ka+K\sin\omega t\). After a period \(T=2\pi/\omega\) the momentum has returned, and the accumulated phase defines the quasienergy, up to multiples of \(\hbar\omega\):

\[
\varepsilon(k)=-\frac{2J}{2\pi}\int_0^{2\pi}\cos(ka+K\sin s)\,ds .
\]

Expand the cosine of the sum. The term with \(\sin(K\sin s)\) is odd in \(s\) and vanishes. In the other, the mean of \(\sin^{2m}s\) is \((2m)!/(4^m m!^2)\), so

\[
\frac1{2\pi}\int_0^{2\pi}\cos(K\sin s)\,ds=\sum_{m=0}^{\infty}\frac{(-1)^m}{(m!)^2}\Big(\frac K2\Big)^{2m}=J_0(K).
\]

Therefore

\[
\varepsilon(k)=-2J_{\rm eff}\cos ka,\qquad J_{\rm eff}=J\,J_0(K). \tag{2}
\]

At whole periods the evolution is that of an undriven chain with hopping \(J_{\rm eff}\), whatever the ratio \(J/\hbar\omega\). At a zero of \(J_0\) all momenta acquire the same phase, so any wave packet is restored after each period. This is Dunlap–Kenkre dynamic localization. If the drive is \(\cos(\omega t+\phi)\), then \(\kappa a=ka-K\sin\phi+K\sin(\omega t+\phi)\). The same average gives \(-2JJ_0(K)\cos(ka-K\sin\phi)\), and the starting phase changes only the phase of the hopping.

**Drift.** Let collisions return carriers at rate \(1/\tau\) to the equilibrium distribution \(f_0(k)\) of a bath at temperature \(T_b\):

\[
\frac{\partial f}{\partial t}+\frac{eF}{\hbar}\frac{\partial f}{\partial k}=-\frac{f-f_0}{\tau}.
\]

Put \(\theta(t)=\omega_Bt+K\sin\omega t\), so that \(\dot\theta=eFa/\hbar\). After transients have died out,

\[
f(k,t)=\int_0^\infty\frac{ds}{\tau}\,e^{-s/\tau}f_0\!\left(k-\frac{\theta(t)-\theta(t-s)}{a}\right).
\]

Here \(s\) is the time since the last collision. To check the solution, write \(t'=t-s\) and follow a trajectory, on which \(ka-\theta(t)\) is constant. The argument of \(f_0\) is then constant, and differentiating the upper limit and the exponential gives \(df/dt=(f_0-f)/\tau\), as required.

The velocity is \(\hbar^{-1}dE/dk=(2Ja/\hbar)\sin ka\). A carrier that started with \(k_0\) has \(\sin(k_0a+\Delta)\), where \(\Delta=\theta(t)-\theta(t-s)\). Since \(f_0\) is even, only \(\langle\cos k_0a\rangle_0\sin\Delta\) survives. For nondegenerate carriers \(f_0\propto e^{\beta\cos ka}\) with \(\beta=2J/k_BT_b\), and \(\langle\cos ka\rangle_0=I_1(\beta)/I_0(\beta)\equiv C_0\), a ratio of modified Bessel functions. Thus

\[
v(t)=V\int_0^\infty\frac{ds}{\tau}e^{-s/\tau}\sin\Delta,\qquad V=\frac{2Ja}{\hbar}C_0 .
\]

The difference of sines in \(\Delta\) can be combined:

\[
\Delta=\omega_Bs+2K\sin\frac{\omega s}{2}\,\cos\!\Big(\omega t-\frac{\omega s}{2}\Big).
\]

Averaging over \(t\) at fixed \(s\) is the integral already done for the hopping, with \(K\) replaced by \(2K\sin(\omega s/2)\). With \(u=s/\tau\),

\[
v_{dc}=V\int_0^\infty du\,e^{-u}\sin(\omega_B\tau u)\,J_0\!\big(2K\sin(\omega\tau u/2)\big). \tag{3}
\]

To obtain (1), use the Fourier series

\[
e^{iK\sin s}=\sum_nJ_n(K)e^{ins}. \tag{4}
\]

The mean over \(s\) of \(e^{iK\sin s}e^{-iK\sin(s-y)}\) is \(J_0(2K\sin(y/2))\) by the combination of sines just used, and \(\sum_nJ_n^2(K)e^{iny}\) by (4). Hence the two are equal. Their common value is real, so with \(y=\omega\tau u\) the integrand of (3) is the imaginary part of \(\sum_nJ_n^2(K)e^{-u+ix_nu}\). Since \(\int_0^\infty e^{-u+ixu}du=1/(1-ix)\) has imaginary part \(x/(1+x^2)\), equation (1) follows. At \(K=0\) only \(n=0\) remains, which is the Esaki–Tsu curve \(V\omega_B\tau/(1+\omega_B^2\tau^2)\), with its peak \(V/2\) at \(\omega_B\tau=1\).

## Second derivation: hopping with photon exchange

**Hopping.** Stay in the site basis and remove the potential by \(c_n=b_ne^{in\theta(t)}\). The derivative of the phase produces \(-n\hbar\dot\theta=-neFa\), which cancels the potential term, leaving

\[
i\hbar\dot b_n=-J\big(e^{-i\theta}b_{n-1}+e^{i\theta}b_{n+1}\big).
\]

By (4), each hop has components of strength \(J\,J_m(K)\) at frequencies \(\omega_B+m\omega\), corresponding to the exchange of \(m\) photons. For \(F_{dc}=0\) only \(m=0\) has a nonzero integral over a period.

That this average is exact, and not merely a high-frequency approximation, follows from commutation. Let \(D=\sum_n|n+1\rangle\langle n|\). On an infinite chain \(D\) and \(D^\dagger\) commute, so the Hamiltonians at different times commute and no time ordering is needed:

\[
U(t)=\exp\{i[G^*D+GD^\dagger]\},\qquad G(t)=\frac J\hbar\int_0^te^{iK\sin\omega t'}dt'.
\]

At \(t=mT\), \(G=JJ_0(K)mT/\hbar\), and \(\theta=0\) there, so \(b_n=c_n\). This is (2) again.

The site basis also gives the motion within a period. On a plane wave \(D\) acts as \(e^{-ika}\), so with \(G=|G|e^{i\gamma}\) the exponent is \(2i|G|\cos(ka+\gamma)\). By (4) with a shifted angle, the Fourier coefficients have modulus \(|J_n(2|G|)|\). A carrier that starts on site 0 has

\[
P_n=J_n^2(2|G|),\qquad \langle n^2\rangle=2|G|^2 .
\]

The second result follows by differentiating (4): \(\sum_nn^2J_n^2(z)\) is the mean of \(z^2\cos^2s\), or \(z^2/2\), with \(z=2|G|\). At a zero of \(J_0\), \(G\) is periodic. The packet spreads and contracts without net growth.

A hop over \(r\) sites carries the phase \(e^{ir\theta}\) and is therefore multiplied by \(J_0(rK)\). Second-neighbour hopping \(J'\) thus survives at the first zero of \(J_0(K)\). At whole periods it acts as nearest-neighbour hopping on the even sites, so \(\langle n^2\rangle=4\cdot2\,[J'J_0(2K)t/\hbar]^2\), which grows without bound.

**Drift.** Follow one number, the mean coherence between neighbouring sites, \(C=\langle D^\dagger\rangle\). With \(N=\sum_nn|n\rangle\langle n|\), one finds \([D^\dagger,N]=D^\dagger\), and \(D^\dagger\) commutes with the hopping. Hence \(i\hbar\dot C=-eFaC\) without scattering. Adding relaxation to the equilibrium value \(C_0\) gives

\[
\dot C=i\dot\theta C-\frac{C-C_0}{\tau}. \tag{5}
\]

The velocity operator is \((i/\hbar)[H,aN]=-(iJa/\hbar)(D^\dagger-D)\), whose mean is \(v=(2Ja/\hbar)\,{\rm Im}\,C\).

Write \(C=e^{iK\sin\omega t}B\). The oscillating part of \(\dot\theta\) drops out:

\[
\dot B=i\omega_BB-\frac B\tau+\frac{C_0}\tau\sum_nJ_n(K)e^{-in\omega t}.
\]

In the periodic state \(B=\sum_nB_ne^{-in\omega t}\), and equating coefficients gives

\[
B_n=\frac{C_0J_n(K)}{1-i(\omega_B+n\omega)\tau}.
\]

In the time average of \(C\), each \(B_ne^{-in\omega t}\) pairs with the term \(J_n(K)e^{in\omega t}\) of the prefactor:

\[
\overline C=C_0\sum_n\frac{J_n^2(K)}{1-ix_n}. \tag{6}
\]

Its imaginary part, multiplied by \(2Ja/\hbar\), is (1). The current is a weighted sum of copies of the Esaki–Tsu curve, displaced by whole photon energies.

The real part of (6) gives the energy balance. The band energy is \(\mathcal E=-2J\,{\rm Re}\,C\), and (5) yields \(\dot{\mathcal E}=eFv-(\mathcal E-\mathcal E_0)/\tau\) with \(\mathcal E_0=-2JC_0\). Over a period the mean of \(\dot{\mathcal E}\) vanishes, so the absorbed power per carrier is

\[
\overline{eFv}=\frac{2JC_0}{\tau}\Big[1-\sum_n\frac{J_n^2(K)}{1+x_n^2}\Big]\ge0, \tag{7}
\]

because \(\sum_nJ_n^2(K)=1\), the mean of \(|e^{iK\sin s}|^2\). A current against the dc bias is thus compatible with energy conservation: the ac source pays for it.

## The sign of the zero-bias conductance

Since \(d[x/(1+x^2)]/dx=(1-x^2)/(1+x^2)^2\), the ratio of driven to undriven zero-bias conductivity is

\[
\frac{\sigma}{\sigma_0}=\sum_nJ_n^2(K)\frac{1-n^2\omega^2\tau^2}{(1+n^2\omega^2\tau^2)^2}
=\int_0^\infty du\,u\,e^{-u}J_0\!\big(2K\sin(\omega\tau u/2)\big). \tag{8}
\]

The integral comes from differentiating (3). For carrier density \(n_c\), \(\sigma_0=e^2n_cVa\tau/\hbar\).

At a zero of \(J_0\) the term \(n=0\) is absent. If \(\omega\tau\ge1\), no other term is positive, and those with \(|n|\ge2\) are negative unless their weights vanish. The weights cannot all vanish: (4) would then reduce to \(J_1(K)(e^{is}-e^{-is})=2iJ_1(K)\sin s\), which does not have modulus one. Therefore \(\sigma<0\) at every zero of \(J_0\) when \(\omega\tau\ge1\). This is absolute negative conductance: a small dc bias drives a current against itself. The drive removes the direct channel, and the photon-assisted copies that remain are sampled at or beyond their peaks, where the Esaki–Tsu curve falls.

Two limits show what is needed besides localization. For \(\omega\tau\to\infty\) at fixed \(K\), (8) tends to \(J_0^2(K)\). At a zero the leading remainder is

\[
\frac{\sigma}{\sigma_0}\simeq-\frac{2}{(\omega\tau)^2}\sum_{n\ge1}\frac{J_n^2(K)}{n^2},
\]

which vanishes in the limit. Localization by itself suppresses the response; the reversal needs scattering at a finite rate.

For a slow drive, \(\omega\tau\to0\) with \(X=K\omega\tau\) fixed, the Bessel function in (8) becomes \(J_0(Xu)\). Writing it as the mean of \(e^{iXu\cos\alpha}\) over \(\alpha\) gives

\[
\int_0^\infty e^{-pu}J_0(Xu)\,du=\Big\langle\frac{p}{p^2+X^2\cos^2\alpha}\Big\rangle_\alpha=\frac1{\sqrt{p^2+X^2}},
\]

where the last step uses \(q=\tan\alpha\), which turns the mean into \((p/\pi)\int dq/(p^2+X^2+p^2q^2)\). Taking \(-d/dp\) at \(p=1\),

\[
\frac{\sigma}{\sigma_0}\to(1+X^2)^{-3/2}>0 .
\]

For \(X=2\) this is \(5^{-3/2}=0.0894\). The field then swings well past the Esaki–Tsu peak, yet the conductance stays positive.

## Numbers for a model superlattice

Take \(J=5\) meV, \(a=10\) nm, a 2 THz drive, \(\tau=0.2\) ps, a bath at 300 K and \(n_c=10^{22}\) m\(^{-3}\). These are round model parameters. They give \(\hbar\omega=8.27\) meV and \(\omega\tau=2.51\). The first zero, \(K_0=2.405\), requires

\[
F_{ac}=\frac{K_0\hbar\omega}{ea}=\frac{2.405\times8.27\ {\rm mV}}{10\ {\rm nm}}=1.99\ {\rm MV/m},
\]

or 19.9 kV/cm.

Without scattering, a carrier starting on one site at \(t=0\), when the ac force is at its peak, reaches a largest rms displacement of 2.01 sites within the period and then returns. The maximum depends on the starting phase of the drive; the return does not. With no drive, the rms displacement after five periods is \(\sqrt2\,(J/\hbar\omega)\,10\pi=\sqrt2\times0.6045\times31.42=26.9\) sites. Adding \(J'=0.1J\) at \(K_0\) leaves an rms displacement of 1.28 sites after five periods, instead of zero.

With scattering, the pairs \(\pm n\) in (8) at \(K_0\) are \(-0.0535\), \(-0.0131\) and \(-0.0013\) for \(n=1,2,3\). They account for the total of \(-0.068\) to the digits given, so

\[
\sigma=-0.06805\times140.4\ {\rm S/m}\approx-9.6\ {\rm S/m}.
\]

Around \(K_0\) the conductance is negative from \(K=1.91\) to \(2.89\). At \(K=2\) the hopping is still \(0.22J\), yet \(\sigma/\sigma_0=-0.025\), so complete localization is not necessary. Nor is \(\omega\tau\ge1\): at \(K_0\) the conductance changes sign at \(\omega\tau=0.84\).

At \(K_0\) and for \(F_{dc}>0\), the most negative drift occurs at \(F_{dc}=0.557\) MV/m, where \(\omega_B\tau=1.692\). The copy \(n=-1\) has \(x_{-1}=1.692-2.513=-0.821\) and contributes

\[
0.2695\times\frac{-0.821}{1+0.821^2}=-0.132
\]

to \(v_{dc}/V\). The total is \(-0.098\), so the other copies together oppose it with \(+0.034\). With \(V=28.8\) km/s the drift is \(-2.8\) km/s and the current density \(-4.5\) MA/m², against \(+20.2\) MA/m² without the drive at the same bias. Direct integration of the Boltzmann equation on a momentum grid gives the same drift, as the numerical output shows.

The current returns to zero at 0.816 MV/m, where \(\omega_B=0.987\,\omega\). The copy \(n=-1\) alone would vanish at \(\omega_B=\omega\); the others cause the small shift. At the most negative drift each carrier delivers 1.58 meV/ps to the dc source and takes 9.21 meV/ps from the ac source. The difference, 7.63 meV/ps, goes to the bath, in accordance with (7).

## What each derivation assumes

For the hopping, the first derivation uses conservation of the displaced crystal momentum. It applies to any band shape: one averages \(E(k)\) along the trajectory. The second uses the commutation of \(D\) and \(D^\dagger\), which fails at the ends of a finite chain, so its formulas hold there only while the packet stays away from the ends. In return it gives the site probabilities at all times.

For the drift, the first derivation assumes a spatially uniform distribution \(f(k,t)\) and collisions that restore all of \(f_0\) at one rate. It yields the whole distribution, and (3) shows how the memory between collisions enters. The second needs less: only the single number \(C\) must relax as in (5), and neither a uniform density nor the higher harmonics of \(f\) enter. It does require the real part of \(C\), which carries the energy, and the imaginary part, which carries the velocity, to relax at the same rate. Elastic scattering from \(k\) to \(-k\) relaxes only the imaginary part; (5) then no longer holds, and (1) has to be rederived. The size of the effect is sensitive to this: if the velocity relaxes at the rate \(1/\tau\) of the example and the energy ten times more slowly, \(\sigma/\sigma_0\) at \(K_0\) stays negative but is \(-0.009\) instead of \(-0.068\). Agreement between the two routes confirms the algebra, not this shared model of relaxation.

Both routes assume one band and prescribed uniform fields. In the example \(eF_{ac}a=19.9\) meV is as large as the band width of 20 meV, so the gap to the next band must be large enough to suppress interband tunnelling and multiphoton transitions. A collision term that does not depend on the field is itself well founded only when \(eFa\), \(\hbar\omega\) and \(\hbar/\tau\) are small against the band width. Here they are 19.9, 8.27 and 3.29 meV against 20 meV, so the numbers above describe the model and are not quantitative predictions for a real superlattice. The uniform field is a further restriction. If a slow charge fluctuation \(\delta\rho\) obeys continuity and Gauss's law with permittivity \(\epsilon\), and diffusion is neglected, then \(\partial_t\delta\rho=-(\sigma/\epsilon)\delta\rho\), which grows when \(\sigma<0\). A long sample may therefore leave the uniform state near zero bias, and (1) then describes the local relation between drift and field, not the measured current–voltage curve.

## Computed results

```
hopping J = 5.000 meV
band width 4J = 20.000 meV
period a = 10.00 nm
drive frequency = 2.00 THz
photon energy = 8.2713 meV
relaxation time = 0.20 ps
temperature = 300 K
carrier density = 1.0e+22 m^-3
omega tau = 2.5133 (no unit)
J/(hbar omega) = 0.6045 (no unit)
first zero of J0: K0 = 2.40483 (no unit)
ac field amplitude at K0 = 1.9891 MV/m
  the same = 19.891 kV/cm
K, J0(K), J_eff in meV, sigma/sigma0:
  0.0000 +1.00000 +5.0000 +1.00000
  1.0000 +0.76520 +3.8260 +0.54612
  2.0000 +0.22389 +1.1195 -0.02528
  2.4048 +0.00000 +0.0000 -0.06805
  3.5000 -0.38013 -1.9006 +0.12007
  5.5201 -0.00000 -0.0000 -0.03084
return probability, 5 periods, K0 = 1.0000000
largest rms spread at K0 = 2.0136 sites
undriven rms, 5 periods = 26.857 sites
second-neighbour hopping used = 0.10 J
rms with it at K0, 5 periods = 1.2759 sites
beta = 2J/kT = 0.38682 (no unit)
thermal factor I1/I0 = 0.18988 (no unit)
velocity scale V = 28847.7 m/s
undriven peak drift V/2 = 14423.9 m/s
undriven peak field = 0.3291 MV/m
undriven conductivity sigma0 = 140.439 S/m
conductivity at K0 = -9.557 S/m
pairs +n,-n in sigma/sigma0 at K0:
  n=1: Jn^2 = 0.26951, pair = -0.05353
  n=2: Jn^2 = 0.18641, pair = -0.01311
  n=3: Jn^2 = 0.03960, pair = -0.00132
negative window: K = 1.9129 to 2.8870
threshold omega tau at K0 = 0.8391 (no unit)
slow drive, K omega tau = 2.0: ratio = 0.08944
  slow-limit formula = 0.08944 (no unit)
dc field of most negative drift = 0.5567 MV/m
omega_B tau there = 1.6916 (no unit)
drift there: v/V = -0.09816, v = -2831.6 m/s
  v/V from Boltzmann equation = -0.09816
current density there = -4.5368 MA/m^2
undriven current, same dc field = 20.2474 MA/m^2
dc field of zero current = 0.8161 MV/m
omega_B/omega there = 0.98663 (no unit)
dc power absorbed per carrier = -1.5764 meV/ps
ac power absorbed per carrier = 9.2057 meV/ps
total power to the bath = 7.6293 meV/ps
```
